\section*{The neutral vacancy as a tetrahedron of four exchange-coupled spins, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Four electrons, four spins: levels and symmetry}

Removing one atom from a tetrahedrally bonded crystal of a group-IV element, such as silicon, leaves four neighbours, each with one broken bond. Number these atoms 1 to 4. Each carries a dangling-bond orbital that points towards the empty site, and the neutral vacancy has four electrons to place in the four orbitals. The orbitals are taken as orthonormal, the atoms sit at the corners of a regular tetrahedron, and spin-orbit coupling, the host bands and all further orbitals are left out. In the algebra $\hbar=1$, so spins are dimensionless. The Hamiltonian is
\begin{equation}
H_{\rm el}=-t\sum_{i<j}\sum_{\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)
+U_0D+V\sum_{i<j}n_in_j ,\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow}.
\label{hub}
\end{equation}
Here $t$ is the hopping between any two orbitals, $U_0$ the repulsion of two electrons in one orbital, $V$ the repulsion between electrons in different orbitals, and $n_i=n_{i\uparrow}+n_{i\downarrow}$. The operator $D$ counts doubly occupied orbitals.

\subsection*{(a) From hopping electrons to coupled spins}

Show that $V$ merely changes the effective value of the on-site repulsion. Then find the Hamiltonian that acts on the spins when hopping is weak.

\textit{Solution.} The total number of electrons is $N=4$. Squaring $N=\sum_in_i$ gives
\begin{equation}
\sum_{i<j}n_in_j=\tfrac12\Big(N^2-\sum_i n_i^2\Big).
\end{equation}
Each $n_{i\sigma}$ equals its own square, so $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$. Hence
\begin{equation}
\sum_{i<j}n_in_j=\tfrac12(16-4-2D)=6-D .
\end{equation}
The two repulsions together are $6V+(U_0-V)D$. Apart from the constant $6V$, the physics depends on $U=U_0-V$. This is the net cost of moving an electron from its own orbital onto an occupied neighbour.

Let $t\ll U$. At $t=0$ the lowest states have one electron in each orbital. There are $2^4=16$ of them, one for each choice of the four spins, and all have energy zero once $6V$ is dropped. One hop creates a doubly occupied orbital and an empty one, at energy $U$. The first-order energy therefore vanishes, and the second-order effective Hamiltonian is
\begin{equation}
H_{\rm eff}=-\frac{1}{U}\,P\,T\,T\,P ,
\end{equation}
where $T$ is the hopping term of (\ref{hub}) and $P$ projects on the sixteen states. After a hop from $j$ to $i$, single occupation is restored in one step only if an electron goes from $i$ back to $j$. The two hops thus involve the same pair, and $H_{\rm eff}$ is a sum over pairs.

Consider one pair. If its spins are parallel, Pauli exclusion forbids the hop. The energy cannot depend on the direction of the total spin, so all three triplet states of the pair gain nothing. The singlet is
\begin{equation}
|s_{ij}\rangle=\tfrac{1}{\sqrt2}\left(c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{j\uparrow}\right)|0\rangle .
\end{equation}
The operator $c^\dagger_{i\sigma}c_{j\sigma}$ replaces $c^\dagger_{j\sigma}$ by $c^\dagger_{i\sigma}$. Moving an electron from $j$ to $i$ therefore gives
\begin{equation}
\tfrac{1}{\sqrt2}\left(c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{i\uparrow}\right)|0\rangle
=\sqrt2\,c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}|0\rangle ,
\end{equation}
because exchanging two creation operators changes the sign. Moving an electron from $i$ to $j$ gives the same expression with $j$ in place of $i$. With the factor $-t$,
\begin{equation}
T|s_{ij}\rangle=-\sqrt2\,t\left(c^\dagger_{i\uparrow}c^\dagger_{i\downarrow}+c^\dagger_{j\uparrow}c^\dagger_{j\downarrow}\right)|0\rangle .
\end{equation}
The squared norm is $2t^2+2t^2=4t^2$, so the singlet energy is $-4t^2/U$.

For two spins $\tfrac12$ with total spin $s$, $\mathbf S_i\cdot\mathbf S_j=\tfrac12[s(s+1)-\tfrac32]$. This is $-\tfrac34$ in the singlet and $\tfrac14$ in the triplet. The operator $\tfrac14-\mathbf S_i\cdot\mathbf S_j$ is therefore 1 in the singlet and 0 in the triplet, and
\begin{equation}
H_{\rm eff}=J\sum_{i<j}\left(\mathbf S_i\cdot\mathbf S_j-\tfrac14\right),\qquad J=\frac{4t^2}{U}>0 .
\label{J}
\end{equation}
The six pairs contribute the constant $-\tfrac32J$. Without it,
\begin{equation}
H=J\sum_{i<j}\mathbf S_i\cdot\mathbf S_j .
\label{heis}
\end{equation}
The coupling is antiferromagnetic because an antiparallel pair can lower its energy by brief hops, which a parallel pair cannot make.

The order of the first correction follows from exchanging electrons and holes, $c_{i\sigma}\leftrightarrow c^\dagger_{i\sigma}$. This reverses the sign of the hopping term. It turns $D$ into $4-N+D$, which equals $D$ for four electrons. It also keeps the total spin of a level. The energies are thus even in $t$, and the correction to (\ref{J}) is of relative order $(t/U)^2$. Its coefficient need not be small, and the numbers in part (i) show its size.

\subsection*{(b) The energies}

Find the possible energies of (\ref{heis}).

\textit{Solution.} Let $\mathbf S=\sum_i\mathbf S_i$. Spins on different atoms commute, so
\begin{equation}
\mathbf S^2=\sum_i\mathbf S_i^2+2\sum_{i<j}\mathbf S_i\cdot\mathbf S_j .
\end{equation}
Each $\mathbf S_i^2$ equals $\tfrac12\cdot\tfrac32=\tfrac34$, and four of them add up to 3. With $\mathbf S^2=S(S+1)$,
\begin{equation}
E_S=\frac J2\left[S(S+1)-3\right].
\label{ES}
\end{equation}
Four spins $\tfrac12$ can have $S=0$, 1 or 2, which gives
\begin{equation}
E_0=-\tfrac32J,\qquad E_1=-\tfrac12J,\qquad E_2=+\tfrac32J .
\label{levels}
\end{equation}
The gaps are $J$ and $2J$. For $J<0$ the order would be reversed.

In the lowest level the six products $\mathbf S_i\cdot\mathbf S_j$ add up to $-\tfrac32$, an average of $-\tfrac14$ per edge. An isolated pair would reach $-\tfrac34$. The edges compete, because a spin that forms a singlet with one neighbour has no correlation left for the other two. Formula (\ref{ES}) depends on all six couplings being equal. With unequal couplings $H$ is no longer a function of $\mathbf S^2$ alone.

\subsection*{(c) How many multiplets of each kind}

Count the multiplets at each energy.

\textit{Solution.} Couple atoms 1 and 2 to a spin $s_{12}$, and atoms 3 and 4 to a spin $s_{34}$. Each is 0 or 1, and the combinations give
\begin{equation}
\begin{aligned}
(s_{12},s_{34})=(0,0)&:\ S=0,\\
(1,0)\ \text{and}\ (0,1)&:\ S=1\ \text{in each case},\\
(1,1)&:\ S=0,\,1,\,2 .
\end{aligned}
\end{equation}
There are two singlets, three triplets and one quintet. They contain $2\cdot1+3\cdot3+1\cdot5=16$ states, as required.

The ground level is thus a pair of singlets. It has no magnetic moment in this model, yet it is twofold degenerate. The energies also pass a trace check. Each product $\mathbf S_i\cdot\mathbf S_j$ has zero trace, so the sixteen energies must add up to zero:
\begin{equation}
2\left(-\tfrac32J\right)+9\left(-\tfrac12J\right)+5\left(\tfrac32J\right)=0 .
\end{equation}

\subsection*{(d) The two singlets as bond pairings}

Three different pairings join the four atoms by two singlet bonds. Reconcile this with the number of singlets just found, and construct an orthonormal pair.

\textit{Solution.} Write $[ij]=(\uparrow_i\downarrow_j-\downarrow_i\uparrow_j)/\sqrt2$ for a singlet bond in the spin space, and define
\begin{equation}
\Phi_1=[12][34],\qquad \Phi_2=[13][24],\qquad \Phi_3=[14][23].
\end{equation}
Each component has two spins up and two down. List the spins in the order 1234. The amplitudes on $\uparrow\uparrow\downarrow\downarrow$, $\uparrow\downarrow\uparrow\downarrow$ and $\uparrow\downarrow\downarrow\uparrow$ are
\begin{equation}
\Phi_1:\left(0,\tfrac12,-\tfrac12\right),\quad
\Phi_2:\left(\tfrac12,0,-\tfrac12\right),\quad
\Phi_3:\left(\tfrac12,-\tfrac12,0\right).
\end{equation}
For example, $\uparrow\downarrow\downarrow\uparrow$ has the order up-down on bond 12 and down-up on bond 34, so its amplitude in $\Phi_1$ is $-\tfrac12$. The other three components follow by reversing all spins. Both bonds then change sign, and the amplitudes are unchanged. Comparing components gives
\begin{equation}
\Phi_2=\Phi_1+\Phi_3 .
\label{dep}
\end{equation}
The three pairings thus span two dimensions, in agreement with part (c). Including the reversed components, the overlaps are
\begin{equation}
\langle\Phi_1|\Phi_2\rangle=\tfrac12,\qquad
\langle\Phi_1|\Phi_3\rangle=-\tfrac12,\qquad
\langle\Phi_2|\Phi_3\rangle=\tfrac12 .
\end{equation}
An orthonormal pair is
\begin{equation}
|A\rangle=\Phi_1,\qquad |B\rangle=\frac{\Phi_2+\Phi_3}{\sqrt3}.
\label{AB}
\end{equation}
The overlap $\langle A|B\rangle$ is proportional to $\tfrac12-\tfrac12=0$. The squared norm of $\Phi_2+\Phi_3$ is $1+1+2\cdot\tfrac12=3$.

In $|A\rangle$ the pairs 12 and 34 are singlets. The state $|B\rangle$ is orthogonal to it and has total spin zero, so it must be the other singlet of part (c), with $s_{12}=s_{34}=1$. The energy of $|A\rangle$ can be found directly. The bonds 12 and 34 each contribute $-\tfrac34J$. The other four terms add up to $J(\mathbf S_1+\mathbf S_2)\cdot(\mathbf S_3+\mathbf S_4)$, which gives zero on $|A\rangle$ because both sums do. The energy is $-\tfrac32J$. In the regular tetrahedron no pairing is preferred, and any combination of $|A\rangle$ and $|B\rangle$ is an equally good ground state.

\subsection*{(e) Orbital symmetry}

Find how the levels transform under the tetrahedral group $T_d$ when the orbitals are permuted and the spin axes are held fixed.

\textit{Solution.} Every operation of $T_d$ permutes the four atoms. Each orbital lies along the line from its atom to the centre, so it is carried into another orbital without a change of sign. A basis state of the sixteen is
\begin{equation}
c^\dagger_{1\sigma_1}c^\dagger_{2\sigma_2}c^\dagger_{3\sigma_3}c^\dagger_{4\sigma_4}|0\rangle .
\end{equation}
After a permutation the operators must be put back into the order 1234. This permutes the spins and multiplies the state by $+1$ for an even permutation or $-1$ for an odd one.

The character of the spin permutation follows by counting configurations that it leaves unchanged. With all spins up there is one configuration, and it is unchanged. With one spin down there are four, and the number unchanged equals the number $f_1$ of fixed atoms. With two spins down there are six, and the number unchanged equals the number $f_2$ of pairs mapped onto themselves.

The first set contains the quintet alone. The second contains the quintet and the triplets, and the third contains all levels. Subtracting successive traces gives the spin characters
\begin{equation}
\chi_{2}=1,\qquad \chi_{1}=f_1-1,\qquad \chi_{0}=f_2-f_1 .
\end{equation}
Multiplication by the sign of the permutation then gives
\begin{equation}
\begin{array}{c|ccccc}
 & 1 & C_3 & C_2 & S_4 & \sigma_d\\ \hline
\text{atoms} & \text{none} & (123) & (12)(34) & (1234) & (12)\\
f_1,\ f_2 & 4,\,6 & 1,\,0 & 0,\,2 & 0,\,0 & 2,\,2\\
\text{sign} & + & + & + & - & -\\ \hline
S=0 & 2 & -1 & 2 & 0 & 0\\
S=1 & 3 & 0 & -1 & 1 & -1\\
S=2 & 1 & 1 & 1 & -1 & -1
\end{array}
\end{equation}
These rows are the characters of $E$, $T_1$ and $A_2$. The levels are ${}^1E$, ${}^3T_1$ and ${}^5A_2$.

The result separates what symmetry protects from what depends on the Heisenberg form. As long as the tetrahedron is regular and spin-orbit coupling is absent, a level of type $E$ remains double and one of type $T_1$ triple, even when $t/U$ is not small. The ratio of the two gaps has no such protection. Symmetry permits three independent energies for the three levels, whereas (\ref{heis}) fixes both gaps by the single number $J$.

\section*{Unequal exchange, distortion and the size of the errors}

The first half treated four spins $\tfrac12$ at the corners of a regular tetrahedron, with exchange $J=4t^2/U$ on every edge. Here $t$ is the hopping and $U$ the net cost of moving an electron onto an occupied neighbour. There are two singlets at $-\tfrac32J$ (${}^1E$), three triplets at $-\tfrac12J$ (${}^3T_1$) and one quintet at $+\tfrac32J$ (${}^5A_2$). The singlet $|A\rangle$ has singlet bonds on the pairs 12 and 34. In the other singlet, $|B\rangle$, each of these pairs has spin 1. The operator $D$ counts doubly occupied orbitals. The six edges are now allowed to differ.

For weak hopping, the regular tetrahedron has a twofold degenerate singlet ground level ${}^1E$, with the ${}^3T_1$ and ${}^5A_2$ levels above it. It remains to find how unequal couplings change these levels, how the ground level distorts the tetrahedron, and how large the errors of the spin model are.
